# The Invariant Measure and Volumes of SO(3) and SU(2): verification in Python

```python
"""Invariant (Haar) measure of SU(2) and SO(3).
Result under test, normalized to d^3(rotation vector) at the identity:
  d mu = sin(beta) d alpha d beta d gamma = 4 sin^2(omega/2) d omega d Omega_n
  volume SO(3) = 8 pi^2, volume SU(2) = 16 pi^2.
alpha, beta, gamma: z-y-z Euler angles; omega, n: rotation angle and axis.
The frame theta is defined by U^-1 dU = -(i/2) theta.sigma.
All angles are in radians unless a name ends in _deg.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

pi = np.pi
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
rng = np.random.default_rng(7)


def turn(axis, angle):
    """Spin-1/2 rotation about a coordinate axis; angle may be an array."""
    half = np.asarray(angle)[..., None, None] / 2
    return np.cos(half) * np.eye(2) - 1j * np.sin(half) * sigma[axis]


def euler_su2(x):
    return turn(2, x[0]) @ turn(1, x[1]) @ turn(2, x[2])


def unit_vector(polar, azimuth):
    return np.array([np.sin(polar) * np.cos(azimuth),
                     np.sin(polar) * np.sin(azimuth), np.cos(polar)])


def axis_su2(x):
    """x = (omega, polar angle of n, azimuth of n), by matrix exponential."""
    return expm(-0.5j * x[0] * np.tensordot(unit_vector(x[1], x[2]), sigma, 1))


def euler_so3(x):
    return Rotation.from_euler('ZYZ', x).as_matrix()


def derivatives(chart, x, step=1e-5):
    x = np.asarray(x, dtype=float)
    return [(chart(x + step * e) - chart(x - step * e)) / (2 * step)
            for e in np.eye(3)]


def frame_su2(chart, x):
    """Columns: components of theta per unit change of each coordinate."""
    inverse = chart(np.asarray(x, dtype=float)).conj().T
    return np.array([[(1j * np.trace(s @ inverse @ d)).real for s in sigma]
                     for d in derivatives(chart, x)]).T


def frame_so3(x):
    """Same frame from 3x3 matrices: R^T dR is the cross-product matrix."""
    inverse = euler_so3(x).T
    generators = [inverse @ d for d in derivatives(euler_so3, x)]
    return np.array([[g[2, 1], g[0, 2], g[1, 0]] for g in generators]).T


def density(frame):
    return abs(np.linalg.det(frame))


def quaternion(u):
    """u = q0 - i q.sigma, returned as (q0, q1, q2, q3)."""
    return np.array([u[0, 0].real, -u[1, 0].imag, u[1, 0].real, -u[0, 0].imag])


def gauss(n, low, high):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    return (low + (high - low) * (nodes + 1) / 2, weights * (high - low) / 2)


# --- Frames and densities in both charts, against matrix derivatives
V_angles = np.array([0.3, 1.4, -0.8])
V = euler_su2(V_angles)
R_V = euler_so3(V_angles)
for _ in range(12):
    a, b, g = x = rng.uniform([0, 0.1, 0], [2 * pi, pi - 0.1, 4 * pi])
    formula = np.array([[-np.sin(b) * np.cos(g), np.sin(g), 0],
                        [np.sin(b) * np.sin(g), np.cos(g), 0],
                        [np.cos(b), 0, 1]])
    numeric = frame_su2(euler_su2, x)
    assert np.allclose(numeric, formula, atol=1e-8)
    assert np.allclose(frame_so3(x), formula, atol=1e-8)
    assert abs(density(numeric) - np.sin(b)) < 1e-8
    # left translation, right translation and inversion
    left = frame_su2(lambda y: V @ euler_su2(y), x)
    right = frame_su2(lambda y: euler_su2(y) @ V, x)
    inverted = frame_su2(lambda y: euler_su2(y).conj().T, x)
    assert np.allclose(left, numeric, atol=1e-8)
    assert np.allclose(right, R_V.T @ numeric, atol=1e-8)
    assert np.allclose(inverted, -euler_so3(x) @ numeric, atol=1e-8)
    # Euclidean area element of the unit sphere in four dimensions
    jac = np.array([quaternion(d) for d in derivatives(euler_su2, x)]).T
    assert abs(8 * np.sqrt(np.linalg.det(jac.T @ jac)) - np.sin(b)) < 1e-7
    # double cover
    shifted = x + np.array([0, 0, 2 * pi])
    assert np.allclose(euler_su2(shifted), -euler_su2(x))
    assert np.allclose(euler_so3(shifted), euler_so3(x))

    w, polar, azim = y = rng.uniform([0.1, 0.1, 0], [2 * pi - 0.1, pi - 0.1, 2 * pi])
    n = unit_vector(polar, azim)
    dn = [np.zeros(3), unit_vector(polar + pi / 2, azim),
          np.sin(polar) * np.array([-np.sin(azim), np.cos(azim), 0])]
    formula = np.array([n * (k == 0) + np.sin(w) * dn[k]
                        - (1 - np.cos(w)) * np.cross(n, dn[k])
                        for k in range(3)]).T
    numeric = frame_su2(axis_su2, y)
    assert np.allclose(numeric, formula, atol=1e-8)
    assert abs(density(numeric) - 4 * np.sin(w / 2)**2 * np.sin(polar)) < 1e-8

# Normalization: Cartesian rotation vector close to the identity
near = frame_su2(lambda r: expm(-0.5j * np.tensordot(r, sigma, 1)), np.zeros(3))
assert np.allclose(near, np.eye(3), atol=1e-8)


# --- Volumes integrated from the numerically differentiated densities
def euler_volume(frame, gamma_range):
    total = 0.0
    for b, weight in zip(*gauss(12, 0, pi)):
        for a in np.arange(3) * 2 * pi / 3:
            for g in np.arange(3) * gamma_range / 3:
                total += weight * density(frame([a, b, g]))
    return total * (2 * pi / 3) * (gamma_range / 3)


def axis_volume(omega_max):
    total = 0.0
    for w, weight_w in zip(*gauss(12, 0, omega_max)):
        for polar, weight_p in zip(*gauss(10, 0, pi)):
            for azim in (0.4, 0.4 + pi):
                total += weight_w * weight_p * density(
                    frame_su2(axis_su2, [w, polar, azim]))
    return total * pi


vol_so3_euler = euler_volume(frame_so3, 2 * pi)
vol_su2_euler = euler_volume(lambda x: frame_su2(euler_su2, x), 4 * pi)
vol_so3_axis = axis_volume(pi)
vol_su2_axis = axis_volume(2 * pi)
gaussian_1d = quad(lambda t: np.exp(-t * t), -np.inf, np.inf)[0]
radial = quad(lambda r: r**3 * np.exp(-r * r), 0, np.inf)[0]
sphere_area = gaussian_1d**4 / radial
for value in (vol_so3_euler, vol_so3_axis):
    assert abs(value - 8 * pi**2) < 1e-6
for value in (vol_su2_euler, vol_su2_axis, 8 * sphere_area):
    assert abs(value - 16 * pi**2) < 1e-6

# --- Translation invariance of group averages; flat Euler measure as control
beta_nodes, beta_weights = gauss(32, 0, pi)
A, B, G = np.meshgrid(np.arange(24) * 2 * pi / 24, beta_nodes,
                      np.arange(48) * 4 * pi / 48, indexing='ij')
U_grid = euler_su2([A, B, G])


def test_function(u):
    return np.exp(1.8 * u[..., 0, 0].real - 0.6 * u[..., 0, 0].imag)


def averages(beta_density):
    weight = (beta_weights * beta_density)[None, :, None] * np.ones_like(A)
    return [np.sum(weight * test_function(u)) / np.sum(weight)
            for u in (U_grid, V @ U_grid, U_grid @ V)]


haar_avg = averages(np.sin(beta_nodes))
flat_avg = averages(np.ones_like(beta_nodes))
assert np.ptp(haar_avg) < 1e-9
assert abs(flat_avg[1] - flat_avg[0]) > 1e-3
assert abs(flat_avg[2] - flat_avg[0]) > 1e-3


# --- Class weight: characters as traces of exp(-i omega J_z)
def character(twice_j, w):
    return sum(np.cos(m2 * w / 2) for m2 in range(-twice_j, twice_j + 1, 2))


w_nodes, w_weights = gauss(60, 0, 2 * pi)
class_weight = w_weights * np.sin(w_nodes / 2)**2 / pi
chars = np.array([character(k, w_nodes) * np.ones_like(w_nodes) for k in range(5)])
gram = (chars * class_weight) @ chars.T
assert np.allclose(gram, np.eye(5), atol=1e-10)
overlap_half_range = quad(lambda w: 2 / pi * np.sin(w / 2)**2
                          * character(0, w) * character(1, w), 0, pi)[0]
assert abs(overlap_half_range - 8 / (3 * pi)) < 1e-10

# --- Random rotations: correct (cos beta uniform) and naive (beta uniform)
limit = pi / 2
fraction_formula = (limit - np.sin(limit)) / pi


def fraction_below_90(beta_pdf):
    def integrand(b):
        ratio = min(1.0, np.cos(pi / 4) / np.cos(b / 2))
        return beta_pdf(b) * 2 / pi * np.arccos(ratio)
    return quad(integrand, 0, pi / 2)[0]


def mean_angle(beta_pdf):
    b, wb = gauss(200, 0, pi)
    s, ws = gauss(200, 0, pi / 2)
    angle = 2 * np.arccos(np.cos(b / 2)[:, None] * np.cos(s)[None, :])
    return (wb * beta_pdf(b)) @ angle @ ws * 2 / pi


def haar_pdf(b):
    return np.sin(b) / 2


def flat_pdf(b):
    return 1 / pi + 0 * b


fraction_haar = fraction_below_90(haar_pdf)
fraction_flat = fraction_below_90(flat_pdf)
mean_haar, mean_flat = mean_angle(haar_pdf), mean_angle(flat_pdf)
assert abs(fraction_haar - fraction_formula) < 1e-7
assert abs(mean_haar - (pi / 2 + 2 / pi)) < 1e-5
median = brentq(lambda w: w - np.sin(w) - pi / 2, 0, pi)

samples = 200000
q = rng.normal(size=(samples, 4))
angle_sphere = 2 * np.arccos(np.abs(q[:, 0]) / np.linalg.norm(q, axis=1))
random_angles = rng.uniform(0, [2 * pi, pi, 2 * pi], size=(samples, 3))
angle_flat = Rotation.from_euler('ZYZ', random_angles).magnitude()
sampled_haar = np.mean(angle_sphere < limit)
sampled_flat = np.mean(angle_flat < limit)
# statistical tolerance: five standard errors of a sampled fraction or mean
for got, want in ((sampled_haar, fraction_haar), (sampled_flat, fraction_flat),
                  (np.mean(angle_sphere < median), 0.5)):
    assert abs(got - want) < 5 * np.sqrt(want * (1 - want) / samples)
for angles, want in ((angle_sphere, mean_haar), (angle_flat, mean_flat)):
    assert abs(angles.mean() - want) < 5 * angles.std() / np.sqrt(samples)

# --- Worked point
point_deg = np.array([40.0, 60.0, 100.0])
point = np.radians(point_deg)
point_frame = frame_su2(euler_su2, point)
omega_point = 2 * np.arccos(np.cos(point[1] / 2) * abs(np.cos((point[0] + point[2]) / 2)))
assert abs(omega_point - Rotation.from_euler('ZYZ', point).magnitude()) < 1e-10
ball = 8 * pi * (limit - np.sin(limit))
ball_numeric = quad(lambda w: 4 * pi * density(
    frame_su2(axis_su2, [w, pi / 2, 0.3])), 0, limit)[0]
assert abs(ball - ball_numeric) < 1e-6

print("Example alpha, beta, gamma (deg):", point_deg)
for name, column in zip(("alpha", "beta", "gamma"), point_frame.T):
    print(f"Frame column {name} (x, y, z):", " ".join(f"{c + 0.0:.4f}" for c in column))
print(f"Determinant of the frame: {np.linalg.det(point_frame):.4f}")
print(f"Euler density sin(beta): {np.sin(point[1]):.4f}")
print(f"Rotation angle omega (deg): {np.degrees(omega_point):.2f}")
print(f"Axis-angle density 4 sin^2(omega/2): {4 * np.sin(omega_point / 2)**2:.4f}")
print(f"Density per d^3 omega: {(np.sin(omega_point / 2) / (omega_point / 2))**2:.4f}")
print(f"SO(3) volume, Euler, numerical (rad^3): {vol_so3_euler:.6f}")
print(f"SO(3) volume, axis-angle, numerical (rad^3): {vol_so3_axis:.6f}")
print(f"8 pi^2 (rad^3): {8 * pi**2:.6f}")
print(f"SU(2) volume, Euler, numerical (rad^3): {vol_su2_euler:.6f}")
print(f"SU(2) volume, axis-angle, numerical (rad^3): {vol_su2_axis:.6f}")
print(f"16 pi^2 (rad^3): {16 * pi**2:.6f}")
print(f"Area of unit S^3 from Gaussian integral: {sphere_area:.6f}")
print("Haar average of test function, f(U) f(VU) f(UV):",
      " ".join(f"{v:.6f}" for v in haar_avg))
print("Flat-Euler average, f(U) f(VU) f(UV):",
      " ".join(f"{v:.6f}" for v in flat_avg))
print(f"Largest error of SU(2) character Gram matrix: {np.abs(gram - np.eye(5)).max():.1e}")
print(f"Spin 0 - spin 1/2 overlap on SO(3) range: {overlap_half_range:.4f}")
print(f"Volume of rotations below 90 deg (rad^3): {ball:.4f}")
print(f"Flat ball of the same radius (rad^3): {4 * pi / 3 * limit**3:.4f}")
print(f"Fraction below 90 deg, Haar: {fraction_haar:.4f}")
print(f"Fraction below 90 deg, beta uniform: {fraction_flat:.4f}")
print(f"Sampled fraction, points on S^3: {sampled_haar:.4f}")
print(f"Sampled fraction, beta uniform: {sampled_flat:.4f}")
print(f"Number of samples in each set: {samples}")
print(f"Mean angle, Haar (deg): {np.degrees(mean_haar):.2f}")
print(f"Mean angle, beta uniform (deg): {np.degrees(mean_flat):.2f}")
print(f"Median angle, Haar (deg): {np.degrees(median):.2f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Example alpha, beta, gamma (deg): [ 40.  60. 100.]
Frame column alpha (x, y, z): 0.1504 0.8529 0.5000
Frame column beta (x, y, z): 0.9848 -0.1736 0.0000
Frame column gamma (x, y, z): -0.0000 -0.0000 1.0000
Determinant of the frame: -0.8660
Euler density sin(beta): 0.8660
Rotation angle omega (deg): 145.54
Axis-angle density 4 sin^2(omega/2): 3.6491
Density per d^3 omega: 0.5655
SO(3) volume, Euler, numerical (rad^3): 78.956835
SO(3) volume, axis-angle, numerical (rad^3): 78.956835
8 pi^2 (rad^3): 78.956835
SU(2) volume, Euler, numerical (rad^3): 157.913670
SU(2) volume, axis-angle, numerical (rad^3): 157.913670
16 pi^2 (rad^3): 157.913670
Area of unit S^3 from Gaussian integral: 19.739209
Haar average of test function, f(U) f(VU) f(UV): 1.522797 1.522797 1.522797
Flat-Euler average, f(U) f(VU) f(UV): 1.532587 1.518328 1.518328
Largest error of SU(2) character Gram matrix: 6.0e-15
Spin 0 - spin 1/2 overlap on SO(3) range: 0.8488
Volume of rotations below 90 deg (rad^3): 14.3457
Flat ball of the same radius (rad^3): 16.2348
Fraction below 90 deg, Haar: 0.1817
Fraction below 90 deg, beta uniform: 0.2021
Sampled fraction, points on S^3: 0.1822
Sampled fraction, beta uniform: 0.2025
Number of samples in each set: 200000
Mean angle, Haar (deg): 126.48
Mean angle, beta uniform (deg): 127.86
Median angle, Haar (deg): 132.35
ALL CHECKS PASSED
```
